# Kohn-Sham bands of copper are not exact removal energies

Let \(E_0(N)\) be the ground-state energy of \(N\) electrons and \(E_j(N-1)\) the energy of state \(j\) of the system with one electron fewer. The removal energies are

\[
I_j=E_j(N-1)-E_0(N).
\]

Photoemission probes them, although lifetime broadening, lattice vibrations and surface effects, among others, also shape the measured spectrum. The Kohn-Sham equations, in atomic units,

\[
\left[-\tfrac12\nabla^2+v_s(\mathbf r)\right]\varphi_i=\varepsilon_i\varphi_i,\qquad v_s=v_{\rm ext}+v_{\rm Hxc},
\]

describe independent electrons whose density \(n\) equals that of the real system. Here \(v_{\rm Hxc}\) is the Hartree plus exchange-correlation potential. Copper levels are given in eV relative to the Fermi level \(E_F\), so occupied levels are negative. The depth of a level is its distance below \(E_F\), and the d onset is taken as the doublet \(X_5\), the highest d level at the zone-boundary point X.

## The belief and its appeal

The belief is that \(-\varepsilon_i=I_i\) for every occupied level, so that a band plot is a prediction of the photoemission spectrum and any misfit measures the error of the functional.

Two facts speak for it. First, it is true without interaction: the total energy is then a sum of orbital energies, and taking out one electron removes one term, so \(I_i=-\varepsilon_i\). Second, with the exact functional it remains true for the highest occupied level. To see this, expand the ground state in the states \(\chi_j\) of the remaining electrons,

\[
\Psi_0(x,\text{rest})=\sum_j g_j(x)\,\chi_j(\text{rest}).
\]

Insert this into the Schrödinger equation and project on \(\chi_j\). Far from a finite system, where the external potential and a short-range interaction have died out, what is left is

\[
-\tfrac12 g_j''+E_j(N-1)\,g_j=E_0(N)\,g_j
\quad\Rightarrow\quad g_j''=2I_j\,g_j .
\]

Hence \(g_j\sim e^{-\sqrt{2I_j}\,|x|}\). The density is \(n=N\sum_j|g_j|^2\), so its tail is governed by the smallest removal energy, \(n\sim e^{-2\sqrt{2I_0}\,|x|}\), provided \(g_0\) does not vanish. The Kohn-Sham density is a sum of \(|\varphi_i|^2\). With \(v_s\to0\) far away, its tail is governed by the highest occupied level, \(n\sim e^{-2\sqrt{-2\varepsilon_{\rm high}}\,|x|}\). The two densities are the same, so

\[
\varepsilon_{\rm high}=-I_0 .
\]

With a Coulomb interaction, the density tail keeps the exponent set by \(I_0\), and only the power of \(|x|\) in front of it changes. The deeper \(g_j\) can then take over the slow exponential decay of \(g_0\), reduced by further powers of \(1/|x|\), because the long-range interaction couples them to it. The argument uses only the leading tail and says nothing about deeper levels.

## A case where the exact answer is known

One counterexample is enough to show that the deeper levels need not follow. Take two spinless fermions on a line with

\[
v_{\rm ext}=-\frac{6}{\cosh^2x},\qquad w(x,x')=2\,e^{-(x-x')^2}.
\]

After one is removed, a single particle remains, which has nothing to interact with. The difference of the first two removal energies is therefore the spacing of two one-particle levels:

\[
I_1-I_0=E_1(1)-E_0(1)=2.50\ \text{hartree}.
\]

The Kohn-Sham gap \(\Delta=\varepsilon_1-\varepsilon_0\) follows from the exact density without any approximate functional. Two real orbitals whose squares add up to \(n\) can be written as

\[
\varphi_0=\sqrt n\cos\theta,\qquad \varphi_1=\sqrt n\sin\theta .
\]

Since \(\varphi_1/\varphi_0=\tan\theta\),

\[
\varphi_0\varphi_1'-\varphi_1\varphi_0'=\varphi_0^2\,(\tan\theta)'=n\,\theta' .
\]

Differentiate the left side. The products of first derivatives cancel, and the Kohn-Sham equation gives \(\varphi_i''=2(v_s-\varepsilon_i)\varphi_i\). The unknown potential drops out:

\[
(n\theta')'=\varphi_0\varphi_1''-\varphi_1\varphi_0''
=2(\varepsilon_0-\varepsilon_1)\varphi_0\varphi_1=-\Delta\,n\sin2\theta .
\]

The last step uses \(2\sin\theta\cos\theta=\sin2\theta\). Both orbitals have the same norm, which adds the condition \(\int n\cos2\theta\,dx=0\). Because \(\varphi_1\) is odd, \(\theta(0)=0\).

Solving the two-particle problem on a grid and then these equations gives \(\Delta=2.01\) hartree. The deeper Kohn-Sham level is too shallow by

\[
(I_1-I_0)-\Delta=0.49\ \text{hartree},
\]

about 20% of the removal gap. No approximation to exchange and correlation has entered.

The same solution tests the statement about the highest level. The density fixes \(v_s\) only up to a constant. If the constant is chosen so that \(\varepsilon_1=-I_0\approx-1.3\) hartree, then \(v_{\rm Hxc}\) must vanish far out. It is 1.59 hartree at the centre and below 0.0003 hartree for \(4<x<5\).

The sign of the error has a plausible reading. The potential \(v_{\rm Hxc}\) is strongly repulsive at the centre, where \(\varphi_0\) is large and \(\varphi_1\) has its node, so it should raise the deeper level more. By contrast, \(w\) changes both removal energies by exactly the same amount, because it enters only through the two-particle energy \(E_0(2)\), which is common to both. This is an interpretation of this model, not a law about the sign in other systems.

## What an eigenvalue does mean

Let the orbitals have occupations \(f_i\), with \(n=\sum_i f_i|\varphi_i|^2\) and

\[
E=\sum_i f_i\langle\varphi_i|-\tfrac12\nabla^2|\varphi_i\rangle+\int v_{\rm ext}\,n\,d^3r+E_{\rm Hxc}[n].
\]

A change of \(f_i\) acts directly and through the relaxation of all orbitals. With \(h=-\tfrac12\nabla^2+v_s\),

\[
\frac{\partial E}{\partial f_i}=\langle\varphi_i|h|\varphi_i\rangle
+\sum_k f_k\left(\Big\langle\frac{\partial\varphi_k}{\partial f_i}\Big|h\Big|\varphi_k\Big\rangle+\text{c.c.}\right).
\]

Since \(h\varphi_k=\varepsilon_k\varphi_k\), the bracket equals \(\varepsilon_k\,\partial\langle\varphi_k|\varphi_k\rangle/\partial f_i\), which is zero because the norm stays one. What remains is Janak's relation, \(\partial E/\partial f_i=\varepsilon_i\). An eigenvalue is a slope, whereas a removal energy is a finite difference. If a fraction \(q\) of an electron has been taken out of orbital \(i\),

\[
E(q{=}1)-E(q{=}0)=-\int_0^1\varepsilon_i(q)\,dq\approx-\varepsilon_i(q{=}\tfrac12).
\]

The midpoint value is exact if \(\varepsilon_i\) is linear in \(q\).

For a metal, the relation also fixes the meaning of the Fermi level. Adding or removing charge at \(E_F\) gives \(E_F=\partial E/\partial N\), the chemical potential. In a large metal without a gap, this is minus the lowest removal energy if the functional is exact. The Fermi level is thus the natural common zero for bands and spectrum.

The free copper atom shows how far slope and difference can part. In a spherical, spin-unpolarized, scalar-relativistic local-density (LDA) calculation:

- The 4s and 3d eigenvalues are −4.86 and −5.32 eV, a gap of about 0.5 eV.
- The removal energies from total energies are 8.43 eV for 4s and 11.90 eV for 3d, a gap of about 3.5 eV.
- The 3d eigenvalue at occupation 9.5 is −11.72 eV. Its negative agrees with the 3d removal energy to 0.18 eV, or 1.5%, as the midpoint rule leads one to expect.

These are results of the unpolarized LDA and not exact removal energies. Allowing spin polarization changes the removal energies to about 8.6 eV for 4s and 11.5 eV for 3d (high-spin ion), a gap of about 2.9 eV, still far above the eigenvalue gap. Even the highest level fails here, since 4.86 eV is far from 8.43 eV. The statement about the tail belongs to the exact functional.

It would be wrong to carry the atomic correction over to the crystal. A hole in one Bloch state is spread over all \(M\) cells, so the density in each cell changes by an amount of order \(1/M\). The energy beyond the linear term is quadratic in this change. For a semilocal functional, the cells together contribute of order \(M\times(1/M)^2=1/M\). The charging energy of the whole sample falls as the inverse of its length. Both vanish for a large crystal, and the total-energy difference returns \(-\varepsilon_i\). Total energies with an extended hole therefore do not repair semilocal bands. A localized hole is a different problem, which is not treated here.

## The copper bands

A semilocal functional has the form \(E_{\rm xc}=\int f(n,\nabla n)\,d^3r\). Its potential is

\[
v_{\rm xc}=\frac{\partial f}{\partial n}-\nabla\cdot\frac{\partial f}{\partial\nabla n}.
\]

The LDA has no gradient term; PBE has one.

The crystal is fcc copper. Its lattice constant is an input, set to 0.361 nm, near the measured value of roughly 0.36 nm. The potential is spherical inside spheres of radius \(R=0.1275\) nm around the nuclei and constant between them. Each basis function is a plane wave of wave vector \(\mathbf K\) outside the spheres. Inside, for each angular momentum \(l\), it is \(A_lu_l+B_l\dot u_l\), where \(u_l\) solves the radial equation at a fixed energy \(E_l\) and \(\dot u_l=\partial u_l/\partial E_l\). Value and slope must join at \(R\):

\[
A_lu_l+B_l\dot u_l=j_l(KR),\qquad A_lu_l'+B_l\dot u_l'=K\,j_l'(KR).
\]

Since \(u_l(\varepsilon)=u_l+(\varepsilon-E_l)\dot u_l+\dots\), the basis follows the true radial function to first order in \(\varepsilon-E_l\). Making \(\langle\psi|h-\varepsilon|\psi\rangle\) stationary with respect to the coefficients \(c_j\) gives the LAPW equations

\[
\sum_j\left(H_{ij}-\varepsilon S_{ij}\right)c_j=0 .
\]

For the electrostatics, let the constant density \(n_{\rm out}\) between the spheres be continued through them. What is then left in each sphere is a net charge \(Q=Z-q_{\rm in}+n_{\rm out}V_{\rm sphere}\), where \(q_{\rm in}\) is the number of electrons inside. Neutrality of the cell of volume \(\Omega\) makes \(Q=n_{\rm out}\Omega\). From outside, the crystal is a lattice of point charges \(Q\) in a uniform background. Averaged over angles, its electric potential around a site is

\[
\phi(r)=Q\left[\frac1r-\frac{1.7917}{r_c}+\frac{2\pi r^2}{3\Omega}\right],\qquad \frac{4\pi}{3}r_c^3=\Omega .
\]

This fixes the potential at the sphere edge and its mean between the spheres. Density and potential are iterated to self-consistency. The 18 core electrons are frozen as in the LDA atom, and \(E_F\) follows from placing 11 electrons per atom in the bands. The radial equation contains relativity except for spin-orbit coupling. For a bare charge \(Z=29\), it reproduces the Dirac 1s energy, −425.3164 hartree, to all digits shown.

At X, the LDA levels up to \(E_F\) are −5.04, −4.47, −1.77 and, twice, −1.56 eV. The last pair is \(X_5\). These values are converged in basis and mesh only to about 0.03 to 0.05 eV, as discussed below. At L, there is a level closer to \(E_F\), at −1.03 eV, but it is odd under inversion about an atom, whereas d functions are even. It belongs to the sp band.

Photoemission places the d onset roughly 2.0 eV below \(E_F\). Hence

\[
2.0-1.56=0.44\ \text{eV},
\]

about a fifth of the measured depth. PBE, at the same lattice constant, also gives 1.56 eV and the same misfit. Its other d levels at Γ, X and L differ from those of the LDA by about 0.03 eV or less. Here PBE used the LDA core, and its gradient term acted only inside the spheres. For these two functionals, then, the d bands start roughly half an electronvolt too close to the Fermi level when they are read as removal energies. The measured onset is rough, so the second digit of 0.44 carries no weight.

## How firm the number is

Spin-orbit coupling is the largest of the omitted effects estimated here. It adds \(\xi\,\mathbf L\cdot\mathbf S\) with \(\xi=0.114\) eV for the 3d function at the centre of the occupied bands. At the energy of \(X_5\) the 3d function is more contracted and \(\xi\) is about 0.13 eV. The \(X_5\) pair has angular momentum \(\pm1\) along the axis through X. The transverse parts of \(\mathbf L\) change this number by one and so do not connect the two states. To first order, the pair splits by \(\pm\xi/2\approx\pm0.06\) eV. The upper branch moves towards \(E_F\). Its coupling to the d level at −1.77 eV, a second-order effect, pushes it roughly 0.03 eV further. The misfit grows by about 0.09 eV, to a little over 0.5 eV.

The other shifts are smaller. A larger basis, with potential and \(E_F\) held fixed, lowers \(X_5\) by 0.023 eV. A finer mesh of wave vectors for \(E_F\), with the potential held fixed, changes it by 0.001 eV. Tests at fixed potential understate the error, however. When the self-consistency itself is repeated with the larger basis (cutoff \(KR=9.5\) instead of 8) and a finer mesh, \(X_5\) moves the other way, up by about 0.03 eV to −1.53 eV. The level below it moves to −1.73 eV, and the misfit without spin-orbit coupling becomes about 0.47 eV. A lattice constant 1% larger raises \(X_5\) by 0.021 eV, which also indicates the effect of a modest uniform expansion. A strain that differs between directions can in addition split the pair and is not covered.

Shrinking the spheres to 0.905 of their radius changes \(X_5\) by less than 0.001 eV. This is less than one might expect from so different a division of space. Since the plane-wave cutoff was raised in proportion, a cancellation cannot be excluded. With the larger basis and finer mesh the change is 0.003 eV for \(X_5\) and up to 0.02 eV for the other levels at X. Nor does this comparison measure the non-spherical potential inside the spheres. That part, like the relaxation of the core, has not been sized.

In a copper interconnect near room temperature, the thermal energy is 0.026 eV. The d onset lies about 60 thermal energies below \(E_F\) in the calculation and about 77 according to the rough measurement. Either way, thermal emptying of the d states is negligible, and the misfit does not matter for it. An estimate that uses the d-band depth itself, such as the energy needed to lift a d electron to \(E_F\), inherits the full error of roughly half an electronvolt. Real lines also have surfaces and grain boundaries, which this perfect bulk crystal leaves out.

## What the misfit measures

For \(X_5\), the misfit can be split by adding and subtracting the unknown exact Kohn-Sham level:

\[
\varepsilon^{\rm LDA}-(-I)=\left(\varepsilon^{\rm LDA}-\varepsilon^{\rm exact}\right)+\left(\varepsilon^{\rm exact}+I\right).
\]

All energies are taken relative to the Fermi level. The first bracket is the error of the functional. The second is the difference between a Kohn-Sham level and a removal energy, and it would survive a perfect functional. Copper data supply only the sum, roughly 0.5 eV. The two-fermion model proves that the second bracket need not vanish, but it does not give its size or sign in copper. To separate the two would take the exact Kohn-Sham potential of the metal. To predict the spectrum takes a theory of the removal energies themselves, in which the departing electron feels an energy-dependent and non-local self-energy instead of \(v_{\rm xc}\).

The numerical output lists the remaining levels at Γ, X and L. Since only the onset has been compared with measurement, nothing here supports correcting the whole band structure by one rigid shift.

## Numbers as computed

```
model: exact removal gap            2.4956 hartree
model: exact Kohn-Sham gap          2.0075 hartree
model: deeper KS level too shallow  0.4882 hartree
model: highest level = -removal en. -1.3051 hartree
model: v_Hxc at centre              1.5924 hartree
model: largest v_Hxc for 4<x<5      0.00017 hartree
test: 1s solver, Z=29               -425.3164 hartree
test: 1s Dirac formula              -425.3164 hartree
test: free-electron band error      0.01479 eV
Madelung number, cell radius units  1.791747
atom: 3d eigenvalue                 -5.32 eV
atom: 4s eigenvalue                 -4.86 eV
atom: eigenvalue gap 4s-3d          0.47 eV
atom: 3d removal, total energies    11.90 eV
atom: 4s removal, total energies    8.43 eV
atom: removal gap 3d-4s             3.48 eV
atom: 3d eigenvalue, occupation 9.5 -11.72 eV
input: lattice constant (rough)     0.361 nm
sphere radius                       0.1275 nm
E_F above interstitial potential    8.01 eV
LDA levels G - E_F (eV): -9.36 -3.12 -3.12 -3.12 -2.32 -2.32 23.18
LDA levels X - E_F (eV): -5.04 -4.47 -1.77 -1.56 -1.56 1.67 7.32
LDA levels L - E_F (eV): -5.10 -3.17 -3.17 -1.73 -1.73 -1.03 3.83
PBE levels G - E_F (eV): -9.35 -3.09 -3.09 -3.09 -2.31 -2.31 23.09
PBE levels X - E_F (eV): -5.03 -4.44 -1.76 -1.56 -1.56 1.69 7.33
PBE levels L - E_F (eV): -5.07 -3.15 -3.15 -1.72 -1.72 -1.06 3.87
input: measured d onset (rough)     2.0 eV below E_F
LDA d onset X5                      1.56 eV below E_F
PBE d onset X5                      1.56 eV below E_F
LDA onset too close to E_F by       0.44 eV
PBE onset too close to E_F by       0.44 eV
X5 shift, sphere radius x 0.905     -0.000 eV
X5 shift, lattice constant +1%      +0.021 eV
X5 shift, finer k mesh              -0.001 eV
X5 shift, larger basis              -0.023 eV
3d spin-orbit parameter             0.114 eV
thermal energy at 300 K             0.0259 eV
```
